# Which second-order master equation is exact for Gaussian pure dephasing?

## The problem

A system with energies $E_a$ is coupled to a bath of harmonic oscillators through

$$H=H_S+H_B+S\otimes B ,$$

where $S$ is diagonal in the eigenbasis of $H_S$, with eigenvalues $s_a$, and $B$ is linear in the oscillator coordinates. Since $S$ commutes with $H_S$, the coupling changes phases but not populations: this is pure dephasing. At $t=0$ the state is a product $\rho_S(0)\otimes\rho_B$, with $\rho_B$ thermal, so $B$ is Gaussian with $\langle B\rangle=0$. Atomic units are used in the algebra, so $\hbar=1$. The bath correlation function is

$$C(\tau)=\langle B(\tau)B(0)\rangle,\qquad C(-\tau)=C^*(\tau).$$

Let $x(t)$ be the coherence $\rho_{ab}(t)$ in the interaction picture, divided by its initial value. In the Schrödinger picture it carries the further factor $e^{-i(E_a-E_b)t}$.

Two master equations of second order in the coupling are available: the Nakajima-Zwanzig equation (NZ2), which has a memory integral over the past state, and the time-convolutionless equation (TCL2), which is local in time.

(a) Is either of them exact for this model?

(b) For $S=\sigma_z/2$ and $\mathrm{Re}\,C(\tau)=\Delta^2e^{-\gamma\tau}$, find the difference between the exact coherence and that of the inexact equation. Evaluate it for $\Delta=0.020$ eV with $\gamma=0.080$ eV and with $\gamma=0.010$ eV.

## The two equations

In the interaction picture $\dot\rho=-i\mathcal L(t)\rho$, with $\mathcal L(t)\rho=[S\otimes B(t),\rho]$. Define $\mathcal P\rho=\mathrm{Tr}_B(\rho)\otimes\rho_B$ and $\mathcal Q=1-\mathcal P$. Because $\langle B\rangle=0$, $\mathcal P\mathcal L\mathcal P=0$, and therefore

$$\mathcal P\dot\rho=-i\mathcal P\mathcal L\,\mathcal Q\rho,\qquad \mathcal Q\dot\rho=-i\mathcal L\mathcal P\rho-i\mathcal Q\mathcal L\mathcal Q\rho,\qquad \mathcal Q\rho(0)=0.$$

To lowest order the last term of the second equation is dropped. Integrating it and inserting the result in the first gives

$$\mathcal P\dot\rho(t)=-\int_0^t\mathcal P\mathcal L(t)\mathcal L(s)\mathcal P\rho(s)\,ds .$$

For the $ab$ element, $\mathcal L(s)$ turns $\rho_B$ into $s_aB(s)\rho_B-s_b\rho_BB(s)$. After $\mathcal L(t)$ acts, the cyclic property of the trace gives

$$(s_a-s_b)\,\mathrm{Tr}\{B(t)[s_aB(s)\rho_B-s_b\rho_BB(s)]\}=K(t-s),$$

$$K=(s_a-s_b)(s_aC-s_bC^*)=(s_a-s_b)^2\,\mathrm{Re}\,C+i(s_a^2-s_b^2)\,\mathrm{Im}\,C .$$

NZ2 is therefore

$$\dot x(t)=-\int_0^tK(t-s)\,x(s)\,ds .$$

Since $x(s)$ differs from $x(t)$ by terms of second order, replacing one by the other changes the right side at fourth order. This gives TCL2:

$$\dot x(t)=-\Big[\int_0^tK(\tau)\,d\tau\Big]x(t).$$

## A tempting but wrong solution

A Gaussian bath is fully specified by $C$, and its cumulants beyond the second vanish. The higher terms of the memory kernel are built from higher bath correlations, so they should vanish too. NZ2 would then be exact, and TCL2, which replaces $x(s)$ by $x(t)$, would be a further approximation.

For part (b), $s_a=-s_b=\tfrac12$ gives $K=\Delta^2e^{-\gamma\tau}$. Write $\dot x=-u$ with $u=\int_0^t\Delta^2e^{-\gamma(t-s)}x(s)\,ds$. Then $\dot u=\Delta^2x-\gamma u$, and so

$$\ddot x+\gamma\dot x+\Delta^2x=0,\qquad x(0)=1,\quad\dot x(0)=0 .$$

The "exact" coherence would be that of a damped oscillator.

## Where it fails

Let the bath become infinitely slow, $\gamma\to0$. The oscillator equation gives $x=\cos\Delta t$, a coherence that revives completely, again and again. But the same second-order equations hold for a classical noise, and a frozen classical noise is a constant number $\xi$, normally distributed with variance $\Delta^2$. It shifts the level splitting by $\xi$, so

$$x(t)=\langle e^{-i\xi t}\rangle=e^{-\Delta^2t^2/2},$$

which never revives. The two results agree at order $t^2$. At order $t^4$ the average gives $\Delta^4t^4/8$ and the cosine $\Delta^4t^4/24$.

The fault lies in the claim about the memory kernel. If $\mathcal Q\mathcal L\mathcal Q$ is kept and the equation for $\mathcal Q\rho$ is iterated, the fourth-order term of the kernel contains

$$\mathcal P\mathcal L_1\mathcal Q\mathcal L_2\mathcal Q\mathcal L_3\mathcal Q\mathcal L_4\mathcal P,\qquad t_1>t_2>t_3>t_4 .$$

The outer two $\mathcal Q$'s can be replaced by 1, because $\mathcal P\mathcal L\mathcal P=0$. The middle one leaves

$$\mathcal P\mathcal L_1\mathcal L_2\mathcal L_3\mathcal L_4\mathcal P-\mathcal P\mathcal L_1\mathcal L_2\mathcal P\mathcal L_3\mathcal L_4\mathcal P .$$

For the frozen noise this is $\langle\xi^4\rangle-\langle\xi^2\rangle^2=3\Delta^4-\Delta^4=2\Delta^4$, not zero. An ordinary fourth cumulant subtracts all three pairings of the four factors; the projection operator subtracts one. Vanishing cumulants simplify $\ln x$, not the memory kernel.

## The exact coherence

When the system is in state $a$, the bath evolves with $\dot U_a=-is_aB(t)U_a$, $U_a(0)=1$, and

$$x(t)=\mathrm{Tr}[U_a\rho_BU_b^\dagger].$$

Because $B$ is linear in the coordinates, its commutator at two times is a number:

$$[B(t),B(s)]=C(t-s)-C^*(t-s)=2i\,\mathrm{Im}\,C(t-s).$$

Let $\Phi(t)=\int_0^tB(s)\,ds$ and $A=-is_a\Phi$. Since $[A,\dot A]$ is a number, the derivative of the exponential stops after one commutator: $\frac{d}{dt}e^A=(\dot A+\tfrac12[A,\dot A])e^A$. Here

$$\tfrac12[A,\dot A]=-\tfrac12s_a^2[\Phi(t),B(t)]=is_a^2m(t),\qquad m(t)=\int_0^t\mathrm{Im}\,C(\tau)\,d\tau .$$

This unwanted term is cancelled by a phase factor:

$$U_a=e^{-is_a\Phi}e^{-is_a^2\theta},\qquad \theta(t)=\int_0^tm(t')\,dt'=\int_0^t(t-\tau)\,\mathrm{Im}\,C(\tau)\,d\tau .$$

The exponentials in $U_b^\dagger U_a$ contain the same operator $\Phi$ and combine directly:

$$x=e^{-i(s_a^2-s_b^2)\theta}\,\langle e^{-i(s_a-s_b)\Phi}\rangle=e^{-i(s_a^2-s_b^2)\theta}\,e^{-\frac12(s_a-s_b)^2\langle\Phi^2\rangle}.$$

The last step uses the fact that $\Phi$, linear in the coordinates and momenta of a thermal harmonic bath, has a normal distribution with zero mean. In its variance the odd function $\mathrm{Im}\,C$ cancels:

$$\langle\Phi^2\rangle=\int_0^t\!\!\int_0^t\mathrm{Re}\,C(s-s')\,ds\,ds'=2\int_0^t(t-\tau)\,\mathrm{Re}\,C(\tau)\,d\tau .$$

Collecting both factors,

$$x(t)=\exp\Big[-\int_0^t(t-\tau)K(\tau)\,d\tau\Big].$$

The derivative of the exponent is $-\int_0^tK(\tau)\,d\tau$, so $x$ satisfies TCL2 at any coupling strength. If $B$ is multiplied by $\lambda$, the exact $\dot x/x$ is proportional to $\lambda^2$; all higher TCL generators therefore vanish. For populations $s_a=s_b$, so $K=0$ and they are constant. This answers (a) for TCL2.

NZ2 first errs at fourth order. With $K_{ij}=K(t_i-t_j)$ and $G_2=\int_{t_1>t_2}K_{12}$, the exact fourth-order term is $\tfrac12G_2^2$. Sorting the four times in $G_2^2$ produces each of the three pairings twice, so

$$\tfrac12G_2^2=\int_{t_1>t_2>t_3>t_4}(K_{12}K_{34}+K_{13}K_{24}+K_{14}K_{23}).$$

Iterating NZ2 twice yields $K_{12}K_{34}$ alone. The crossed and nested pairings are lost.

A small quantum bath shows the size of this. Take two modes with frequencies 1.0 and 1.7, couplings $g_k=0.5$ and 0.4 in $B=\sum_kg_k(b_k+b_k^\dagger)$, and temperature $k_BT=0.5$, all in units of the first frequency, with the dimensionless eigenvalues $s_a=0.8$ and $s_b=-0.3$; time is measured in units of the inverse first frequency. Diagonalizing the two conditional bath Hamiltonians $H_B+s_aB$ and $H_B+s_bB$, with 20 levels per mode, gives $x=0.4781+0.1279i$ at time 2.0. Quadrature of the TCL2 exponent gives the same value to these digits. NZ2, solved as a linear system with one auxiliary variable for each exponential in $K$, gives $0.4350+0.2014i$: both modulus and phase are wrong.

## Exponential correlations

For $S=\sigma_z/2$ we have $s_a-s_b=1$ and $s_a^2=s_b^2$, so $K=\mathrm{Re}\,C$ and the imaginary part drops out. A thermal bath can have an exponential real part at any inverse temperature $\beta$. In terms of its spectral density,

$$\mathrm{Re}\,C(\tau)=\frac1\pi\int_0^\infty J(\omega)\coth\frac{\beta\omega}2\cos\omega\tau\,d\omega,$$

and the choice $J=2\Delta^2\gamma\tanh(\beta\omega/2)/(\omega^2+\gamma^2)$ gives $\Delta^2e^{-\gamma\tau}$, because $\int_0^\infty\cos\omega\tau/(\omega^2+\gamma^2)\,d\omega=\pi e^{-\gamma\tau}/2\gamma$.

With

$$h(t)=\int_0^tK(\tau)\,d\tau=\frac{\Delta^2}\gamma(1-e^{-\gamma t}),$$

the exact coherence obeys $\dot x_{\rm ex}=-hx_{\rm ex}$. Integrating $h$ once more,

$$x_{\rm ex}(t)=\exp\Big[-\frac{\Delta^2}{\gamma^2}(e^{-\gamma t}-1+\gamma t)\Big].$$

The NZ2 oscillator equation has characteristic roots $-\gamma/2\pm w$, and the initial conditions select

$$x_{\rm NZ}(t)=e^{-\gamma t/2}\Big[\cosh wt+\frac\gamma{2w}\sinh wt\Big],\qquad w=\sqrt{\gamma^2/4-\Delta^2}.$$

At $\gamma=2\Delta$ the limit is $e^{-\gamma t/2}(1+\gamma t/2)$. For $\gamma<2\Delta$, $w=i\nu$ with $\nu=\sqrt{\Delta^2-\gamma^2/4}$, and the hyperbolic functions become trigonometric.

The difference $\delta=x_{\rm ex}-x_{\rm NZ}$ has an equation of its own. From $\dot h=\Delta^2e^{-\gamma t}=\Delta^2-\gamma h$,

$$\ddot x_{\rm ex}=-\dot hx_{\rm ex}+h^2x_{\rm ex}=(-\Delta^2+\gamma h+h^2)x_{\rm ex}.$$

Adding $\gamma\dot x_{\rm ex}=-\gamma hx_{\rm ex}$ and $\Delta^2x_{\rm ex}$ leaves $h^2x_{\rm ex}$. Subtracting the NZ2 equation,

$$\ddot\delta+\gamma\dot\delta+\Delta^2\delta=h^2x_{\rm ex},\qquad\delta(0)=\dot\delta(0)=0,$$

$$\delta(t)=\int_0^te^{-\gamma(t-s)/2}\,\frac{\sinh w(t-s)}w\,h^2(s)\,x_{\rm ex}(s)\,ds .$$

**Short times.** Here $h\approx\Delta^2t$ and $x_{\rm ex}\approx1$, so $\ddot\delta\approx\Delta^4t^2$ and $\delta\approx\Delta^4t^4/12$. This is the $t^4$ discrepancy found for frozen noise, $\tfrac18-\tfrac1{24}=\tfrac1{12}$.

**Fast bath.** For $\gamma\ge2\Delta$ the integrand is positive, so NZ2 underestimates the coherence at all $t>0$. For $\gamma>2\Delta$ its late decay rate is

$$\frac\gamma2-w=\frac{\Delta^2}{\gamma/2+w}>\frac{\Delta^2}\gamma ,$$

where the right side is the exact late rate. For $\kappa=\Delta/\gamma\ll1$ the NZ2 rate is $(\Delta^2/\gamma)(1+\kappa^2)$ to this order. At $t\gg1/\gamma$ both curves have the prefactor $1+\kappa^2$: the exact one from $e^{\kappa^2}$, the other from $\tfrac12(1+\gamma/2w)$. With $v=\Delta^2t/\gamma$, to leading order,

$$\delta\approx e^{-v}-e^{-v(1+\kappa^2)}\approx\kappa^2ve^{-v},$$

with maximum $\kappa^2/e$ at $t=\gamma/\Delta^2$. For $t\gg1/\gamma$ and to leading order in $\kappa^2$, the error relative to $x_{\rm ex}$ is about $1-e^{-\kappa^2v}$, which grows with time and is close to $\kappa^2v$ while $\kappa^2v\ll1$.

**Slow bath.** For $\gamma<2\Delta$, $x_{\rm NZ}$ oscillates through zero, while $x_{\rm ex}$ is positive. Differentiating the solution gives $\dot x_{\rm NZ}=-(\Delta^2/\nu)e^{-\gamma t/2}\sin\nu t$, so the first minimum is at $\nu t=\pi$, with value $-e^{-\pi\gamma/2\nu}$. The first zero is at $\nu t=\pi-\arctan(2\nu/\gamma)$.

For this kernel the error does not show up as an unphysical state. The quantity $\dot x_{\rm NZ}^2+\Delta^2x_{\rm NZ}^2$ has derivative $-2\gamma\dot x_{\rm NZ}^2\le0$ and starts at $\Delta^2$, hence $|x_{\rm NZ}|\le1$. With constant populations, the two-level density matrix stays positive. This is not a general property of NZ2: for the two-mode bath above with $s_b=+0.3$ instead of $-0.3$, $|x_{\rm NZ}|$ reaches about 1.09 near time 20.

## Numbers

Times in fs are divided by $\hbar=0.658212$ eV fs. At 100 fs, $t=151.93\ \mathrm{eV}^{-1}$. For $\gamma=0.080$ eV, $\gamma t=12.154$ and $e^{-\gamma t}$ is negligible, so

$$x_{\rm ex}=e^{-0.0625\times11.154}=e^{-0.6971}=0.498 .$$

With $w=0.034641$ eV, the slow exponential of NZ2 has rate $0.040-0.034641=0.005359$ eV and prefactor $\tfrac12(1+0.040/0.034641)=1.0774$. The fast one has died out, and

$$x_{\rm NZ}=1.0774\,e^{-0.8142}=0.477,\qquad\delta=0.021 .$$

The same formulas give the following values.

| $t$ (fs) | fast, exact | fast, NZ2 | slow, exact | slow, NZ2 |
|---|---|---|---|---|
| 20 | 0.909 | 0.907 | 0.846 | 0.838 |
| 50 | 0.728 | 0.717 | 0.403 | 0.244 |
| 100 | 0.498 | 0.477 | 0.052 | −0.435 |
| 200 | 0.233 | 0.211 | 0.000 | 0.180 |
| 400 | 0.051 | 0.041 | 0.000 | 0.025 |

For the fast bath, numerical maximization of $\delta$ gives 0.0230 at 149 fs. The leading-order estimate is $0.0625/e=0.0230$ at 132 fs. The time is off by 13% of the estimate, while the height is almost exact. The next order shows why. The prefactors are $1+\kappa^2+\tfrac12\kappa^4$ (exact) and $1+\kappa^2+3\kappa^4$ (NZ2), and the NZ2 exponent is $v(1+\kappa^2+2\kappa^4)$, so $\delta\approx\kappa^2e^{-v}[v+\kappa^2(-\tfrac52+3v-\tfrac12v^2)]$. The added term vanishes at $v=1$, so the height changes only at relative order $\kappa^4$, but its slope there moves the maximum to $v\approx1+2\kappa^2=1.125$. The NZ2 late rate exceeds the exact 0.0050 eV by 7%, so by 400 fs the coherence is 19% too small relative to the exact one, although $\delta$ itself is already shrinking.

For the slow bath, $\nu=0.019365$ eV. NZ2 crosses zero at 62 fs and reaches $-0.444$ at 107 fs. The difference peaks at 0.487 near 101 fs, about half the initial coherence, and is most negative, $-0.197$, near 214 fs. At 200 fs the exact coherence is 0.0002, so the NZ2 value of 0.180 is a false revival.

## What the exact memory kernel looks like

An exact equation with memory does exist; its kernel is not $K$. Let $y_n=h^nx_{\rm ex}$. Using $\dot h=\Delta^2-\gamma h$ and $\dot x_{\rm ex}=-hx_{\rm ex}$,

$$\dot y_n=n\Delta^2y_{n-1}-n\gamma y_n-y_{n+1},\qquad y_n(0)=0\ \ (n\ge1).$$

For the Laplace transforms $Y_n(z)$ and the ratios $R_n=Y_n/Y_{n-1}$ this reads $R_n=n\Delta^2/(z+n\gamma+R_{n+1})$. The equation for $n=0$, $zY_0-1=-Y_1$, gives $Y_0=1/(z+R_1)$, so $R_1$ is the transformed memory kernel:

$$R_1=\cfrac{\Delta^2}{z+\gamma+\cfrac{2\Delta^2}{z+2\gamma+\cdots}} .$$

NZ2 sets $R_2=0$. For slow decay, $z\approx0$, this requires $\Delta^2/\gamma\ll\gamma$, the fast-bath condition again.

## Why the Gaussian assumption matters

Replace the bath by telegraph noise $\xi=\pm\Delta$ that flips at rate $\gamma/2$ in each direction and starts with equal probabilities. Its mean relaxes at rate $\gamma$, so its correlation function is again $\Delta^2e^{-\gamma\tau}$. Let $x_\pm$ be the contributions to $x$ from histories now at $\pm\Delta$:

$$\dot x_\pm=\mp i\Delta x_\pm-\frac\gamma2(x_\pm-x_\mp).$$

With $x=x_++x_-$ and $d=x_+-x_-$, this becomes $\dot x=-i\Delta d$ and $\dot d=-i\Delta x-\gamma d$. Eliminating $d$,

$$\ddot x+\gamma\dot x+\Delta^2x=0,\qquad x(0)=1,\quad\dot x(0)=0 .$$

Now NZ2 is exact and TCL2 is not. The second-order equations are unchanged, since $C$ is unchanged; what differs are the higher correlations, beginning with the fourth moment, $\langle\xi^4\rangle=\Delta^4$ instead of $3\Delta^4$. The oscillations that are false for the Gaussian bath are real here. The correlation function alone therefore cannot decide between the two equations.

The proof that TCL2 is exact uses three conditions: $S$ commutes with $H_S$, the initial state is a product with a thermal bath, and $B$ is linear in the coordinates of the harmonic bath, which is what makes it Gaussian. If $S$ does not commute with $H_S$, the factors $S(t)$ at different times no longer reduce to the numbers $s_a$ and $s_b$, and the proof above does not apply.

All numerical values are calculated from the stated model.
